# Maximum deflection of a projectile in an inelastic binary collision

## 1. What symmetry fixes

A projectile of mass $M_1$ and speed $v_0$ hits a free target atom of mass $M_2$ at rest, and an energy $Q$ goes into electronic excitation. The largest deflection $\psi_{\max}$ in the laboratory is a pure number. Suppose that the interaction can turn the relative motion through any angle, so that its strength and range do not affect the limit. The remaining quantities $M_1$, $M_2$, $v_0$ and $Q$ contain two independent units, mass and speed, so they form two dimensionless groups: $M_2/M_1$ and $Q/(M_1v_0^2)$. The angle can therefore depend on the beam energy only through the fraction of energy lost.

Galilean symmetry selects the natural fraction. The motion of the centre of mass cannot change, so its kinetic energy is not available for excitation. The loss must be compared with the energy of relative motion,

$$E_c=\frac{M_2}{M_1+M_2}E_0,\qquad E_0=\tfrac12M_1v_0^2 .$$

Conservation also fixes the projectile's final speed $w$ in the centre-of-mass frame, but not its direction. In the laboratory the possible final velocities therefore end on a sphere of radius $w$, centred on the tip of the centre-of-mass velocity $\mathbf V$. The largest angle between $\mathbf V$ and a point of this sphere depends on the single ratio $r=w/V$. If $r<1$, the extreme direction is tangent to the sphere. The tangent, the radius and $\mathbf V$ form a right-angled triangle with hypotenuse $V$ and opposite side $w$, so $\sin\psi_{\max}=r$. It remains to find $r$ and to see when the argument applies.

## 2. Result and conditions

Define

$$f=\sqrt{1-\frac{Q}{E_c}},\qquad r=\frac{M_2}{M_1}f .$$

For $r<1$,

$$\boxed{\sin\psi_{\max}=\frac{M_2}{M_1}\sqrt{1-\frac{Q}{E_c}}}$$

The assumptions are these:

- The motion is nonrelativistic and the masses do not change.
- The target is free and initially at rest.
- The excitation carries off no net momentum.
- $0\le Q\le E_c$, and $Q$ is the same for all scattering angles.
- The interaction can produce every centre-of-mass angle $\theta$ from 0 to $\pi$. A central repulsion that grows without bound at short distance and fades at large distance does so: $\theta$ goes continuously from $\pi$ in a head-on collision towards 0 in a distant one.

A heavier projectile, $M_1>M_2$, satisfies $r<1$ for every allowed $Q$. This is sufficient but not necessary. The condition is $M_2f<M_1$, which a lighter projectile also meets if

$$\frac{Q}{E_c}>1-\left(\frac{M_1}{M_2}\right)^2 .$$

## 3. Derivation in the centre-of-mass frame

**Energy available.** Write $M=M_1+M_2$, and let $\mathbf g=\mathbf v_1-\mathbf v_2$ be the relative velocity. Then

$$\mathbf v_1=\mathbf V+\frac{M_2}{M}\mathbf g,\qquad
\mathbf v_2=\mathbf V-\frac{M_1}{M}\mathbf g .$$

In the total kinetic energy the cross terms are $(M_1M_2/M)\,\mathbf V\cdot\mathbf g$ and its negative, and they cancel. The terms in $g^2$ add to

$$\frac{M_1M_2^2+M_2M_1^2}{2M^2}g^2=\frac{M_1M_2}{2M}g^2 .$$

Hence

$$\tfrac12M_1v_1^2+\tfrac12M_2v_2^2=\tfrac12MV^2+\frac{M_1M_2}{2M}g^2 .$$

Before the collision $g=v_0$, and the last term equals $M_2E_0/M=E_c$. Momentum conservation keeps $V$ fixed, so the loss comes from this term. If $g'$ is the final relative speed,

$$\frac{M_1M_2}{2M}g'^2=E_c-Q=f^2E_c
\quad\Longrightarrow\quad g'=fv_0 .$$

At $Q=E_c$ the relative motion stops and the two atoms move on together. A larger loss would require negative relative kinetic energy.

**Two speeds.** The centre of mass moves at

$$V=\frac{M_1v_0}{M},$$

and the projectile's final speed relative to it is

$$w=\frac{M_2}{M}g'=\frac{M_2fv_0}{M}.$$

Their ratio is $w/V=M_2f/M_1=r$, as defined above.

**Laboratory angle.** Take $x$ along the beam. The final velocity has components $V+w\cos\theta$ along $x$ and $w\sin\theta$ across it. Division by $V$ gives

$$\tan\psi=\frac{r\sin\theta}{1+r\cos\theta}.$$

For $r<1$ the denominator is positive, so the projectile cannot go backwards.

**Maximum.** Let $N=r\sin\theta$ and $D=1+r\cos\theta$. Since $\psi=\arctan(N/D)$,

$$\frac{d\psi}{d\theta}=\frac{N'D-ND'}{N^2+D^2}.$$

The numerator is

$$r\cos\theta(1+r\cos\theta)+r^2\sin^2\theta=r\cos\theta+r^2,$$

and $N^2+D^2=1+2r\cos\theta+r^2$. Therefore

$$\frac{d\psi}{d\theta}=\frac{r(r+\cos\theta)}{1+2r\cos\theta+r^2}.$$

For $0<r<1$ this is positive until $\cos\theta_c=-r$ and negative afterwards, so $\theta_c$ gives the one maximum. There $\sin\theta_c=\sqrt{1-r^2}$, and

$$\tan\psi_{\max}=\frac{r\sqrt{1-r^2}}{1-r^2}=\frac{r}{\sqrt{1-r^2}}
\quad\Longrightarrow\quad\sin\psi_{\max}=r .$$

**Remaining cases.** If $r=0$, the sphere has shrunk to a point and $\psi=0$. If $r=1$, then $\tan\psi=\sin\theta/(1+\cos\theta)=\tan(\theta/2)$. The deflection approaches $90^\circ$ as $\theta\to\pi$, but at $\theta=\pi$ the projectile is at rest and has no direction. If $r>1$, the derivative is positive for every $\theta$, and $\psi$ rises from 0 to $180^\circ$. The sphere then encloses the origin of velocity space and there is no tangent.

## 4. Laboratory derivation and final energies

The same limit follows without the centre-of-mass frame, and this route also supplies the energies. Let $v$ be the projectile's final speed at angle $\psi$. Momentum conservation gives the recoil momentum

$$p_2^2=M_1^2(v_0^2+v^2-2v_0v\cos\psi).$$

Put $p_2^2/(2M_2)$ into the energy balance:

$$\tfrac12M_1v_0^2-Q=\tfrac12M_1v^2+
\frac{M_1^2}{2M_2}(v_0^2+v^2-2v_0v\cos\psi).$$

Multiply by $2M_2/M_1$ and collect powers of $v$:

$$Mv^2-2M_1v_0v\cos\psi+(M_1-M_2)v_0^2+\frac{2M_2Q}{M_1}=0 .$$

Because $Q=(1-f^2)E_c$ and $E_c=M_1M_2v_0^2/(2M)$, the last term is $(1-f^2)M_2^2v_0^2/M$. The part independent of $v$ becomes

$$\frac{M_1^2-M_2^2+M_2^2-f^2M_2^2}{M}v_0^2
=\frac{M_1^2-f^2M_2^2}{M}v_0^2 .$$

Division by $M$ leaves

$$v^2-2Vv\cos\psi+V^2(1-r^2)=0,$$

whose roots are

$$v_\pm=V\left[\cos\psi\pm\sqrt{r^2-\sin^2\psi}\right].$$

For $r<1$ the product of the roots is positive, so real roots share a sign, and their sum $2V\cos\psi$ requires $\psi<90^\circ$ for that sign to be positive. Real roots require $\sin\psi\le r$. This is the limit found before. Below it, each nonzero angle is reached at two energies,

$$E_\pm=E_0\left(\frac{M_1}{M}\right)^2
\left[\cos\psi\pm\sqrt{r^2-\sin^2\psi}\right]^2 .$$

The upper one belongs to the softer collision, with $\theta<\theta_c$, and the lower one to the harder collision. They merge at the limit, where $v=V\sqrt{1-r^2}$ and

$$E_1=E_0\frac{M_1^2-M_2^2f^2}{(M_1+M_2)^2}.$$

The target then recoils with kinetic energy $T=E_0-Q-E_1$. For $r>1$ the product of the roots is negative, and one positive root exists at every angle.

## 5. How the loss closes the cone

**Small loss.** Let $\sin\psi_0=M_2/M_1$ define the elastic limit for $M_1>M_2$. To first order $f\approx1-Q/(2E_c)$, so $r$ changes by $-(M_2/M_1)Q/(2E_c)$. Since $\delta r=\cos\psi_0\,\delta\psi$,

$$\delta\psi\approx-\tfrac12\tan\psi_0\frac{Q}{E_c}\quad\text{(radians)}.$$

The shift is linear in $Q$, and its coefficient grows as the masses approach each other.

**Equal masses.** There $\cos\psi_0=0$ and the linear formula fails. The full result is $\sin\psi_{\max}=f$, hence $\cos\psi_{\max}=\sqrt{Q/E_c}$. The limit falls below $90^\circ$ by $\arcsin\sqrt{Q/E_c}$, so even a small loss has a square-root effect.

**Nearly complete loss.** As $Q\to E_c$, $\psi_{\max}\approx(M_2/M_1)\sqrt{1-Q/E_c}$. The cone closes with a slope that becomes infinite.

**Inference of the loss.** If the limiting angle is known, inversion gives

$$Q=E_c\left[1-\left(\frac{M_1\sin\psi_{\max}}{M_2}\right)^2\right].$$

For any single collision with $\psi<90^\circ$ the same expression, with $\psi$ in place of $\psi_{\max}$, is an upper bound on $Q$, because that collision must have had $r\ge\sin\psi$. The sensitivity follows by differentiation. Using $(M_1/M_2)^2\sin^2\psi_{\max}=f^2$,

$$\frac{dQ}{d\psi_{\max}}=-2E_cf^2\cot\psi_{\max}.$$

## 6. A loss that depends on the collision

In an atomic collision $Q$ usually grows as the atoms come closer. Then $r$ is a function of $\theta$. Repeating the derivative with $r'=dr/d\theta$ adds to its numerator

$$r'\sin\theta(1+r\cos\theta)-r\sin\theta\,r'\cos\theta=r'\sin\theta,$$

and the stationary condition becomes

$$r(r+\cos\theta)+r'\sin\theta=0 .$$

The boxed formula is then replaced by two bounds. Let $r(\theta)$ be continuous and lie between 0 and 1. The function $\cos\theta+r(\theta)$ is positive at $\theta=0$ and negative at $\theta=\pi$, so it vanishes at some $\theta_c$. The deflection there is $\arcsin r(\theta_c)$. At every other angle the fixed-$r$ result gives $\psi\le\arcsin r(\theta)$. Hence

$$\arcsin r(\theta_c)\le\psi_{\max}\le\arcsin r_{\text{largest}} .$$

If $r$ varies slowly, the lower bound is also a good estimate. At $\theta_c$ the denominator $1+2r\cos\theta+r^2$ equals $1-r^2$, so the slope of $\psi$ is $r'\sin\theta_c/(1-r^2)$. Its leading curvature is $-r\sin\theta_c/(1-r^2)$. The maximum of the resulting parabola lies above the lower bound by slope squared over twice the size of the curvature:

$$\psi_{\max}-\arcsin r(\theta_c)\approx
\frac{r'^2}{2r\sqrt{1-r^2}} .$$

The correction is of second order in $r'$. To first order in $r'$ it is therefore enough to evaluate $Q$ for the collision at $\theta_c$.

## 7. Worked example: arsenic on silicon

Take $^{75}$As with $M_1=74.92$ u and $E_0=100$ keV, striking $^{28}$Si with $M_2=27.98$ u. The loss is set to a round $Q=0.70$ keV. The relative energy and the fraction lost are

$$E_c=\frac{27.98}{102.90}\times100\ \text{keV}=27.19\ \text{keV},\qquad
\frac{Q}{E_c}=0.0257 .$$

Thus $f=\sqrt{1-0.0257}=0.9870$ and $r=0.3735\times0.9870=0.3686$. The initial speed of 507.5 km/s gives $V=369.5$ km/s and $w=136.2$ km/s, with the same ratio. The limit is

$$\psi_{\max}=\arcsin0.3686=21.63^\circ=0.3775\ \text{rad},$$

reached at $\theta_c=111.63^\circ$. A numerical scan over recoil directions, using laboratory energy and momentum conservation alone, also gives $21.631^\circ$.

Without loss the limit would be $21.93^\circ$. The loss lowers it by $0.2985^\circ$, against $0.2969^\circ$ from the linear formula. The square root halves the relative change, so a loss of 2.6% of $E_c$ lowers $r$ by only 1.3%. The factor $\tan\psi_0=0.40$ converts this into a shift of 0.0052 rad.

At the limit the projectile keeps

$$E_1=100\times\left(\frac{74.92}{102.90}\right)^2(1-0.3686^2)
=45.81\ \text{keV},$$

and the silicon atom receives $100-0.70-45.81=53.49$ keV. Although the deflection is modest, more than half of the energy has been transferred. At $15^\circ$ the two possible energies are 26.23 and 79.99 keV, so an angle alone does not identify the collision.

With the masses and $E_c$ held fixed, larger losses give:

| $Q/E_c$ | $\psi_{\max}$ |
|---|---|
| 0.25 | $18.87^\circ$ |
| 0.50 | $15.31^\circ$ |
| 0.75 | $10.76^\circ$ |
| 0.95 | $4.79^\circ$ |

The last interval shows the steep closing near complete loss. With the roles reversed, silicon striking arsenic is confined to a forward cone only if $Q/E_c>0.8605$.

The inverse formula demands good angular data. Here $2E_cf^2\cot\psi_{\max}\approx134$ keV per radian, or 2.3 keV per degree. An error of $0.1^\circ$ in the limit thus changes the inferred $Q$ by about 0.23 keV, a third of its value.

## 8. Comparison with an implanted ion

Arsenic ions can be implanted in silicon to dope it. To judge the chosen loss, trajectories were computed in the Ziegler–Biersack–Littmark universal screened potential, with $Q$ from the Firsov model,

$$Q(R)=\frac{0.35(Z_1+Z_2)^{5/3}\hbar v_0/a_0}
{\left[1+0.16(Z_1+Z_2)^{1/3}R/a_0\right]^5}.$$

Here $Z_1=33$, $Z_2=14$, $a_0$ is the Bohr radius and $R$ is the distance of closest approach. Both $R$ and $\theta$ were taken from the elastic trajectory, which is an approximation. The formula also assumes a straight path at constant speed $v_0$, which a collision this hard does not follow. The model itself gives a smooth mean loss and leaves out shell effects, such as the excitation of inner electrons, which can matter in a very close collision. Its value is an estimate of size only. At the self-consistent angle the formula gives $Q=743$ eV, of the same order as the chosen 700 eV. The lower bound of Section 6 and the maximum over these trajectories are both $21.6127^\circ$ to the printed digits, as expected when the correction is of second order. The same model can instead be applied as a friction force, proportional to the relative velocity along the slowed and curved path. With the distance-dependent coefficient chosen so that a straight path reproduces the formula, the loss falls to about 440 eV and the limit becomes $21.74^\circ$. A coefficient taken directly from the Thomas–Fermi density, with Molière's approximation to the screening, gives about 350 eV and $21.78^\circ$. The chosen loss is thus supported only in order of magnitude. With the fixed loss, the limit occurs at an impact parameter of 0.0043 nm: this is a very close collision.

Several assumptions can be sized for the same ion:

- **Isotopes.** Natural silicon contains a few per cent of $^{30}$Si. At the same $Q$ its limit is $23.27^\circ$, higher by $1.64^\circ$. This is over five times the shift caused by the loss, so a limit measured on natural silicon must be assigned to an isotope before $Q$ is inferred.
- **Target vibration.** A rough Einstein temperature of 500 K gives an rms speed of 330 m/s per axis at 300 K. A target moving at that speed shifts the limit by at most $0.025^\circ$.
- **Electron momentum.** If one electron took all of $Q$, the ratio of its momentum to the projectile's final momentum would correspond to $0.019^\circ$. This is a scale, not a bound: depending on the electron's direction, the limit shifts by up to $0.023^\circ$.
- **Lattice binding.** Adding a rough 15 eV to $Q$ lowers the limit by $0.006^\circ$. This is an energy estimate and does not describe forces from neighbouring atoms.
- **Relativity.** The parameter $E_0/(M_1c^2)$ is $1.4\times10^{-6}$.

The assumption that fails most strongly in a solid is that of one collision. For randomly placed silicon atoms, the mean path between deflections larger than half the limit is 34 nm. Softer collisions add to these: the rms sum of all independent deflections over 10 nm, large and small together, is about $11^\circ$. Both estimates hold the ion energy at 100 keV and $Q$ at 0.70 keV. That loss is far too large for the soft collisions, but setting $Q=0$ changes the rms by only about $0.1^\circ$. At that energy the ion loses about 1.2 keV per nanometre to recoiling atoms, so the 34 nm expresses the initial collision rate, not a distance covered at constant energy. The rms sum cuts off impact parameters at the radius of a disc of area $n^{-2/3}$, where $n$ is the atomic density. It does not describe channelling along crystal rows. The rms is weighted by rare large deflections, and the median over 10 nm is about $7^\circ$. In the same model about 6% of the ions are turned by more than $21.6^\circ$ after 10 nm and about 30% after 34 nm, so this angle cannot serve as a limit on the total deflection of an implanted ion. Several permitted deflections can add up to a larger angle, including a reversal of direction.

## 9. Use in a collision code

For each event, compute $E_c$ from the current projectile energy and require $0\le Q\le E_c$. Then form $f$ and $r$. If the scattering integral has supplied $\theta$, the deflection is

$$\psi=\operatorname{atan2}(r\sin\theta,\;1+r\cos\theta),$$

which selects the correct quadrant also for $r>1$. The arcsine formula gives the limit and should not replace the deflection of an individual event. When $r=1$ and $\theta=\pi$, the projectile has stopped and no angle should be assigned.

If the laboratory angle is given instead and $r<1$, first require $\psi<90^\circ$: at some backward angles both speeds are real but negative, and squaring them would give energies for an impossible deflection. For an allowed angle, keep both energies $E_\pm$. Near $r=1$ the lower speed is a difference of nearly equal numbers. It is better obtained from the product of the roots,

$$v_-=\frac{V^2(1-r^2)}{v_+}.$$

This helps only if $1-r^2$ is not formed from the rounded $r$. Compute it from the masses and the loss,

$$1-r^2=\frac{(M_1-M_2)(M_1+M_2)+M_2^2\,Q/E_c}{M_1^2},$$

where for $M_1\ge M_2$ the two terms in the numerator do not cancel.

For $r>1$ keep $v_+$ alone. At the limiting angle, rounding can make $r^2-\sin^2\psi$ slightly negative. A value within rounding error may be set to zero; a clearly negative value means that no single collision with the stated masses and loss produces that angle. The numerical output below lists the example's values with their units.

## Computed results

```
Projectile As mass: 74.92 u; target Si-28 mass: 27.98 u
Initial energy E0: 100.0 keV; chosen loss Q: 0.70 keV
Mass ratio M2/M1: 0.3735
Centre-of-mass energy Ec: 27.19 keV
Q/Ec: 0.0257; speed factor f: 0.9870; r: 0.3686
Initial projectile speed: 507.5 km/s
Centre-of-mass speed V: 369.5 km/s
Final projectile speed in that frame w: 136.2 km/s
Elastic limiting angle: 21.929 deg
Inelastic limiting angle: 21.631 deg = 0.3775 rad
Limit from laboratory scan: 21.631 deg
Limit from trajectories: 21.631 deg
Centre-of-mass angle at limit: 111.63 deg
Exact shift due to Q: -0.2985 deg
Small-Q estimate of shift: -0.2969 deg
Projectile energy at limit: 45.81 keV
Recoil energy at limit: 53.49 keV
Lower energy at 15 deg: 26.23 keV
Upper energy at 15 deg: 79.99 keV
Limit for Q/Ec = 0.25: 18.87 deg
Limit for Q/Ec = 0.50: 15.31 deg
Limit for Q/Ec = 0.75: 10.76 deg
Limit for Q/Ec = 0.95: 4.79 deg
Si-28 on As: confinement needs Q/Ec > 0.8605
Impact parameter at limit, fixed Q: 0.00430 nm
Firsov Q at self-consistent tangency: 743 eV
Firsov lower bound on maximum: 21.6127 deg
Firsov maximum over trajectories: 21.6127 deg
Si-30 mass: 29.97 u; its limit: 23.272 deg
Rough Einstein temperature: 500 K; target at 300 K
Rms target velocity per axis: 330 m/s
Largest shift at that target speed: 0.0249 deg
Rough lattice binding added to Q: 15 eV
Shift from lattice binding: -0.0064 deg
One electron taking all Q, angle scale: 0.0192 deg
Relativistic parameter E0/(M1 c^2): 1.43e-06
Rough Si lattice parameter: 0.543 nm
Mean path between deflections > half limit: 34.2 nm
Rms sum of deflections over 10 nm: 11.2 deg
```
